# Rf Shift of the Floating Sheath Drop with Maxwellian Electrons

An insulated surface in a plasma charges negatively until it repels enough electrons to equalize the electron and ion fluxes. If radio-frequency power is present, the voltage between plasma and surface can oscillate as well. The oscillation has zero mean, yet the average voltage at which the surface floats changes. An electrode fed through a blocking capacitor behaves in the same way, since the capacitor passes no steady current. The question is how large the change is for a sinusoidal voltage, and when the answer can be trusted.

## Sheath voltage and assumptions

Let \(V(t)\) be the potential of the plasma at the sheath edge minus that of the surface. A positive \(V\) repels electrons from the surface. We impose

\[
V(t)=V_m+V_1\cos\omega t ,\tag{1}
\]

where \(V_m\) is the time average and \(V_1\ge 0\) is the peak amplitude across this one sheath. It is neither the generator amplitude nor an rms value. The electron temperature \(T_e\) is given in volts, so the thermal energy is \(eT_e\), with \(e>0\). The electron and ion masses are \(m\) and \(M\), and the ions are singly charged.

The sheath is planar and thin in two senses: electrons cross it without collisions, and they do so in a small part of an rf period. Each electron then meets a nearly static potential, taken to vary monotonically across the sheath. Electrons entering from the plasma form the incoming half of a Maxwellian whose full density would be \(n_s\). The surface emits no electrons.

The average ion flux is the Bohm flux,

\[
\Gamma_i=n_su_B,\qquad u_B=\sqrt{\frac{eT_e}{M}},\tag{2}
\]

and is assumed not to change with the rf voltage. The ion flux may be modulated inside the sheath. In a periodic state the number of ions stored there returns to its initial value each cycle, so the average flux at the surface equals that at the edge.

## Electron flux at one instant

Let \(v\) be the velocity component toward the surface. The incoming distribution is

\[
f(v)=n_s\sqrt{\frac{m}{2\pi eT_e}}\,
\exp\left(-\frac{mv^2}{2eT_e}\right),\qquad v>0 .\tag{3}
\]

For \(V\ge0\), energy conservation lets an electron reach the surface if \(v>v_0\), with \(mv_0^2/2=eV\). The flux is the integral of \(vf(v)\) above this speed. Since \(v\exp(-mv^2/2eT_e)\) is the derivative of \(-(eT_e/m)\exp(-mv^2/2eT_e)\),

\[
\begin{aligned}
\Gamma_e&=\int_{v_0}^{\infty}vf(v)\,dv
=n_s\sqrt{\frac{m}{2\pi eT_e}}\,\frac{eT_e}{m}\,e^{-mv_0^2/2eT_e}\\
&=n_s\sqrt{\frac{eT_e}{2\pi m}}\,e^{-V/T_e}
=\frac{n_s\bar v}{4}\,e^{-V/T_e},\qquad V\ge0 ,
\end{aligned}\tag{4}
\]

where \(\bar v=\sqrt{8eT_e/\pi m}\) is the mean speed of a three-dimensional Maxwellian. If \(V<0\), every incoming electron reaches the surface. The flux is then \(n_s\bar v/4\) and cannot grow further. The exponential law therefore requires

\[
V(t)\ge0\quad\text{throughout the cycle.}\tag{5}
\]

We adopt this condition now and later find the amplitude at which it fails.

## Balance over a cycle

The electron and ion fluxes need not be equal at each instant, because the surface can store charge and displacement current can flow. In a periodic state the stored charge and the electric field return to their initial values after one period, so the displacement current averages to zero. With no steady current through the external connection,

\[
\langle\Gamma_e\rangle=\Gamma_i ,\tag{6}
\]

where angle brackets denote an average over one period. Define \(a=V_1/T_e\), \(\theta=\omega t\) and

\[
K=\frac{\bar v}{4u_B}
=\frac14\sqrt{\frac{8eT_e}{\pi m}}\sqrt{\frac{M}{eT_e}}
=\sqrt{\frac{M}{2\pi m}} .\tag{7}
\]

Inserting (1), (2) and (4) in (6) and dividing by \(n_su_B\) gives

\[
K e^{-V_m/T_e}\left\langle e^{-a\cos\theta}\right\rangle=1 .\tag{8}
\]

To find the average, expand the exponential in powers of \(\cos\theta\). Odd powers average to zero. For an even power, write \(\cos\theta=(e^{i\theta}+e^{-i\theta})/2\). In the binomial expansion of \(\cos^{2n}\theta\), only the term with equal numbers of the two exponentials survives the average:

\[
\langle\cos^{2n}\theta\rangle
=\frac{1}{2^{2n}}\frac{(2n)!}{(n!)^2}.\tag{9}
\]

The factor \((2n)!\) cancels the one in the exponential series, so

\[
\left\langle e^{-a\cos\theta}\right\rangle
=\sum_{n=0}^{\infty}\frac{a^{2n}}{(2n)!}\,
\frac{(2n)!}{2^{2n}(n!)^2}
=\sum_{n=0}^{\infty}\frac{(a/2)^{2n}}{(n!)^2}
=I_0(a),\tag{10}
\]

which is the series of the modified Bessel function of order zero. Taking the logarithm of (8) yields

\[
V_m=\underbrace{\frac{T_e}{2}\ln\frac{M}{2\pi m}}_{V_{\rm dc}}
+T_e\ln I_0\!\left(\frac{V_1}{T_e}\right).\tag{11}
\]

Since \(I_0(0)=1\), the first term is the floating drop without rf. The shift is

\[
\Delta V=V_m-V_{\rm dc}=T_e\ln I_0\!\left(\frac{V_1}{T_e}\right).\tag{12}
\]

Every term of (10) after the first is positive when \(a\ne0\), so \(\Delta V>0\): the surface becomes more negative relative to the plasma. The cause is the curvature of the exponential. Lowering the drop by some amount adds more electron flux than raising it by the same amount removes. At a fixed mean drop the rf would thus bring in too many electrons, and a larger mean drop restores the balance. Ion mass, density and frequency do not appear in (12), provided the assumptions hold.

## Small and large amplitudes

For small \(a\), (10) gives \(I_0=1+a^2/4+a^4/64+\cdots\). With \(\ln(1+x)=x-x^2/2+\cdots\),

\[
\ln I_0(a)=\frac{a^2}{4}+\left(\frac{1}{64}-\frac{1}{32}\right)a^4+\cdots,
\qquad
\Delta V\simeq\frac{V_1^2}{4T_e}.\tag{13}
\]

The shift starts quadratically, and the next term, \(-T_ea^4/64\), reduces it.

For large \(a\), the average is dominated by times near minimum drop. Measure the phase \(\phi\) from that minimum, so that \(-\cos\theta=\cos\phi\simeq1-\phi^2/2+\phi^4/24\). The Gaussian factor \(e^{-a\phi^2/2}\) has \(\langle\phi^4\rangle_G=3/a^2\). Expanding the quartic part to first order and extending the limits to infinity gives

\[
I_0(a)\simeq\frac{e^a}{2\pi}\int_{-\infty}^{\infty}
e^{-a\phi^2/2}\left(1+\frac{a\phi^4}{24}\right)d\phi
=\frac{e^a}{\sqrt{2\pi a}}\left(1+\frac{1}{8a}\right).\tag{14}
\]

At leading order,

\[
\Delta V\simeq V_1-\frac{T_e}{2}\ln\frac{2\pi V_1}{T_e},\tag{15}
\]

and the correction to this is about \(T_e/8a=T_e^2/8V_1\). The mean drop follows the amplitude, less a logarithmic term. The surface must still collect one cycle's worth of electrons, and it does so near minimum drop.

The time dependence follows from (4) and (8):

\[
\frac{\Gamma_e(t)}{\Gamma_i}=\frac{e^{-a\cos\omega t}}{I_0(a)},
\qquad
\left(\frac{\Gamma_e}{\Gamma_i}\right)_{\max}=\frac{e^a}{I_0(a)} .\tag{16}
\]

At phase \(\phi\) from the peak, the flux relative to its maximum is \(\exp[-a(1-\cos\phi)]\). Setting this to one half gives the full width of the pulse,

\[
2\phi_{1/2}=2\arccos\left(1-\frac{\ln2}{a}\right),
\qquad a\ge\frac{\ln2}{2}.\tag{17}
\]

For smaller \(a\) the flux never falls below half its maximum.

## Where the exponential law fails

The minimum drop is \(V_m-V_1\). From (11),

\[
\frac{V_{\min}}{T_e}=\ln K+\ln I_0(a)-a .\tag{18}
\]

Its derivative with respect to \(a\) is \(I_1(a)/I_0(a)-1\), where \(I_1=I_0'\). Because \(I_0=\langle e^{a\cos\phi}\rangle\), we have \(I_1=\langle\cos\phi\,e^{a\cos\phi}\rangle<I_0\). The minimum drop therefore falls steadily. It starts at \(T_e\ln K>0\), and (14) shows that it eventually becomes negative, so it crosses zero once. When the crossing lies at large \(a\), the leading form of (14) gives

\[
\ln K=\tfrac12\ln(2\pi a_*)
\quad\Longrightarrow\quad
a_*\simeq\frac{K^2}{2\pi}=\frac{M}{4\pi^2m}.\tag{19}
\]

Beyond \(a_*\), the exponential law gives, near minimum drop, a larger electron flux to the surface than arrives at the sheath edge. With the correct, saturated flux, the value of \(V_m\) from (11) collects too few electrons to balance the ions. The true mean drop must therefore be smaller than (11) predicts.

For argon ions the numerical crossing is \(a_*=1844.8\), compared with 1844.6 from (19). At \(T_e=3\) V this is an amplitude of about 5.5 kV. For protons the crossing is at \(a_*=46.8\), or about 140 V at the same temperature. At twice the argon limit, a numerical balance with saturated electron flux gives a mean drop 1.02 V below (11). These limits concern electron saturation alone. The other assumptions, such as unchanged ion flux, no electron emission and rapid electron transit, may fail at much lower amplitudes. Rapid transit weakens steadily as \(V_1\) grows, because the electron pulse narrows, the minimum drop falls and the sheath widens. For a uniform retarding field 3 mm wide, at 13.56 MHz and \(V_1=300\) V, finite transit already lowers the mean drop by about 0.7 V.

## Charging through a blocking capacitor

Let a capacitor \(C\) connect the surface to the source, and let \(q\) be the charge collected from the plasma. If \(I_e\) and \(I_i\) are the magnitudes of the electron and ion currents, then \(dq/dt=I_i-I_e\). Charge \(q\) raises the surface potential by \(q/C\) and lowers the sheath drop by the same amount. If the voltage ripple on \(C\) is small, averaging over a cycle gives

\[
C\frac{dV_m}{dt}=\langle I_e\rangle-I_i .\tag{20}
\]

Let \(V_\infty\) be the steady value (11), and \(\delta=V_m-V_\infty\). Once the drop stays positive, (4) and (8) give \(\langle I_e\rangle=I_ie^{-\delta/T_e}\). Hence

\[
C\frac{d\delta}{dt}=I_i\left(e^{-\delta/T_e}-1\right)
\simeq-\frac{I_i}{T_e}\,\delta,
\qquad
\tau=\frac{CT_e}{I_i}.\tag{21}
\]

The last approach is exponential with time constant \(\tau\). Larger currents or a smaller capacitor shorten the settling time without changing the final drop, as long as the ripple remains small.

## An argon-ion example

Take \(T_e=3\) V, \(n_s=10^{16}\ \mathrm{m^{-3}}\) and \(V_1=30\) V at 13.56 MHz. The surface area is \(1\ \mathrm{cm^2}\) and the blocking capacitor is 1 nF. These are round model parameters. The mass ratio \(M/m=72821\), taken with the neutral-atom mass, gives \(K=107.66\), and

\[
V_{\rm dc}=3\ln(107.66)=14.04\ \mathrm V .
\]

Here \(a=30/3=10\) and \(\ln I_0(10)=7.943\). Thus

\[
\Delta V=3(7.943)=23.83\ \mathrm V,\qquad
V_m=14.04+23.83=37.87\ \mathrm V .
\]

The drop swings between \(37.87-30=7.87\) V and \(37.87+30=67.87\) V, so condition (5) holds. Time integration of the capacitor circuit gives the same mean drop to the digits shown, at both 13.56 and 27.12 MHz. A separate cycle-average balance for protons gives the same shift of 23.83 V. The circuit calculation applies the sinusoid across the sheath and blocking capacitor in series, and omits sheath capacitance.

The electron flux peaks at 7.82 times the ion flux, in a pulse with a full width of \(42.9^\circ\) at half height. To judge the assumption of rapid transit, assume a sheath 1 mm wide with a uniform retarding field. An electron that just reaches the surface slows from \(v_0\) to zero, has mean speed \(v_0/2\), and takes \(2s/v_0\), where \(s\) is the width. At minimum drop this is 1.20 ns, or \(5.9^\circ\) of phase. The transit is short compared with the pulse; in this uniform-field picture it lowers the mean drop by about 0.01 V. The decimals in the voltages belong to the model. A real discharge can depart from them by more, for instance when the electron tail above the minimum drop is not Maxwellian.

At turn-on the mean drop is still 14.04 V, and the instantaneous drop reaches \(14.04-30=-15.96\) V. Equation (4) cannot then be used for the whole cycle. With saturation, the average electron flux is 40.9 times the ion flux; the unrestricted exponential would give \(I_0(10)=2816\). This excess charges the surface. The drop stops reversing once its mean exceeds 30 V, and charging continues until the average fluxes balance at 37.87 V.

The ion current is 0.431 mA, so (21) gives

\[
\tau=\frac{(10^{-9}\ \mathrm F)(3\ \mathrm V)}
{4.313\times10^{-4}\ \mathrm A}=6.96\ \mu\mathrm s .
\]

The circuit gives 6.92 μs when the decay is measured between about four and six time constants after turn-on. A slightly shorter time is expected there: for \(\delta<0\), the full charging rate in (21) exceeds its linear approximation.

The table compares the shift from the numerical flux balance with the two limits, for \(T_e=3\) V.

| \(V_1\) (V) | \(\Delta V\) (V) | Eq. (13) (V) | Eq. (15) (V) |
|---:|---:|---:|---:|
| 1 | 0.083 | 0.083 | −0.109 |
| 3 | 0.708 | 0.750 | 0.243 |
| 10 | 5.577 | 8.333 | 5.437 |
| 30 | 23.829 | 75.000 | 23.789 |
| 100 | 91.995 | 833.333 | 91.983 |

The quadratic law is already 6% above the shift at \(V_1=T_e\). The large-amplitude law is 2.5% low at 10 V and 0.2% low at 30 V. Its negative value at 1 V shows that it is being used outside its range.

## Bias measured against another surface

Equation (12) refers to the plasma, whereas an electrode voltage may be measured against a wall. Suppose that the wall also draws no average current, meets plasma with the same \(T_e\) and ion mass, and has a uniform sinusoidal sheath amplitude \(V_w\). Suppose also that the average plasma potential is the same at both sheath edges. The average electrode potential minus the wall potential is then the wall drop minus the electrode drop. The dc terms cancel:

\[
V_{\rm bias}=-T_e\left[
\ln I_0\!\left(\frac{V_1}{T_e}\right)
-\ln I_0\!\left(\frac{V_w}{T_e}\right)\right].\tag{22}
\]

With \(V_1=30\) V and \(V_w=10\) V, the table gives \(V_{\rm bias}=5.58-23.83=-18.25\) V. Equal amplitudes give zero bias, although both surfaces have moved further below the plasma potential. The measured bias therefore equals \(-\Delta V\) when the rf voltage across the wall sheath is negligible. How a generator voltage divides between the two sheaths is a separate circuit problem, which must be solved before (22) can be applied.

## Computed results

```
Electron temperature Te = 3.0 V
Rf amplitude across sheath V1 = 30.0 V
Frequency = 13.56 MHz
Sheath-edge density = 1.0e+16 m^-3
Surface area = 1.0 cm^2
Blocking capacitor = 1.0 nF
Argon ion / electron mass ratio = 72821
Mean electron speed = 1.1592e+06 m/s
Bohm speed = 2691.8 m/s
vbar/(4 uB) = 107.66
Dc floating drop = 14.037 V
V1/Te = 10.000
I0(V1/Te) = 2815.7
ln I0(V1/Te) = 7.9430
Rf shift, formula = 23.829 V
Rf shift, root search, protons = 23.829 V
Mean drop, formula = 37.866 V
Mean drop, circuit, 13.56 MHz = 37.866 V
Mean drop, circuit, 27.12 MHz = 37.866 V
Minimum drop = 7.866 V
Maximum drop = 67.866 V
Peak electron/ion flux, formula = 7.823
Peak electron/ion flux, circuit = 7.823
Electron pulse full width at half height = 42.9 deg
Mean electron/ion flux just after turn-on = 40.9
Ion current = 0.4313 mA
Settling time C Te/Ii = 6.956 us
Settling time, circuit = 6.924 us
Assumed sheath width = 1.0 mm
Electron transit at minimum drop = 1.20 ns
Rf period = 73.75 ns
Transit as rf phase = 5.9 deg
V1 (V) | shift, root search (V) | small-V1 law (V) | large-V1 law (V)
   1.0 |    0.0828 |     0.0833 |   -0.1089
   3.0 |    0.7077 |     0.7500 |    0.2432
  10.0 |    5.5773 |     8.3333 |    5.4372
  30.0 |   23.8289 |    75.0000 |   23.7893
 100.0 |   91.9948 |   833.3333 |   91.9833
 300.0 |  290.3392 |  7500.0000 |  290.3354
Limit of V1/Te for argon = 1844.8
Estimate M/(4 pi^2 m) for argon = 1844.6
Limit of V1 for argon = 5534 V
Limit of V1/Te for protons = 46.8
Formula minus true drop at twice argon limit = 1.019 V
```
